Scaling a Landau gradient model of a ferroelectric to unit coefficients

**Question**

I am writing a small program for the polarization field P(x) of a ferroelectric. The energy has a quadratic Landau coefficient of −4×10⁸ and a gradient coefficient of 1×10⁻¹⁰, both in SI units. For the quartic coefficient I took 1.6×10⁹ J m⁵/C⁴, and for the kinetic coefficient 2500 S/m. These are round numbers, meant to be roughly like lead titanate near room temperature.

I want to rescale the equation so that all coefficients become one, but I am stuck on three points. Depending on how I write the energy, I get two natural lengths that differ by a factor √2. I don't see how two coefficients can fix all the scales. And once I have the scaled equation, I don't know how to choose the grid and time step, or what the results mean in nm and MV/cm.

**Answer**

The factor √2 comes from the factors of one half in the energy, so the energy has to be written out first. I take one polarization component that varies along x and points perpendicular to x. Then div P = 0 and there is no bound charge. At fixed stress and temperature, let

f = (a/2)P² + (b/4)P⁴ + (G/2)(dP/dx)² − EP

with a = −4×10⁸ J m/C², b = 1.6×10⁹ J m⁵/C⁴ and G = 1×10⁻¹⁰ J m³/C². Since P is in C/m², each term is in J/m³. The ratio G/|a| has the unit m², so its square root is a length.

**Finding the scales**

Write P = P0 p and x = lξ, where p and ξ are pure numbers. Then dP/dx = (P0/l) dp/dξ. Because a = −|a|,

f = −(|a|P0²/2)p² + (bP0⁴/4)p⁴ + (GP0²/2l²)(dp/dξ)² − EP0 p.

Divide by an energy density f0, and ask that the factors beside 1/2, 1/4 and 1/2 be one:

|a|P0²/f0 = 1,  bP0⁴/f0 = 1,  GP0²/(l²f0) = 1.

The first condition gives f0 = |a|P0². Put into the second, it gives bP0² = |a|. Put into the third, it gives G/l² = |a|. Hence

P0 = √(|a|/b),  l = √(G/|a|),  f0 = |a|P0².

Three conditions fix three positive scales, with no freedom left. This settles your second point: a and G fix the length, but the polarization and energy scales also need b. The field term becomes EP0 p/f0 = ep, with e = E/E0 and E0 = |a|P0. The scaled energy density is

f/f0 = −p²/2 + p⁴/4 + (dp/dξ)²/2 − ep.

**The equation of motion**

Change P by a small δP. The energy per area, ∫f dx, changes by

∫[(aP + bP³ − E)δP + G(dP/dx)(dδP/dx)] dx.

Integrate the last term by parts. The boundary term vanishes if the ends are periodic, if P is fixed there, or if dP/dx = 0 there. What multiplies δP is then aP + bP³ − G d²P/dx² − E. Relaxation downhill in energy, with kinetic coefficient K, means

∂P/∂t = K(E − aP − bP³ + G ∂²P/∂x²).

Insert the scales and t = t0τ:

(P0/t0) ∂p/∂τ = K[E0 e + |a|P0 p − bP0³p³ + (GP0/l²) ∂²p/∂ξ²].

From the conditions above, bP0³ = |a|P0 and GP0/l² = |a|P0, and E0 is |a|P0 as well. Every term in the bracket therefore carries the factor |a|P0. Dividing by K|a|P0 and choosing t0 = 1/(K|a|) leaves

∂p/∂τ = p − p³ + ∂²p/∂ξ² + e.

The coefficients now have magnitude one. The halves and the quarter remain in the energy, where differentiation cancels them.

**Your numbers**

l = √(1×10⁻¹⁰/4×10⁸) = √(2.5×10⁻¹⁹) m = 0.50 nm

P0 = √(4×10⁸/1.6×10⁹) = 0.50 C/m² = 50 µC/cm²

f0 = 4×10⁸ × 0.50² = 1.0×10⁸ J/m³

E0 = 4×10⁸ × 0.50 = 2.0×10⁸ V/m = 2.0 MV/cm

t0 = 1/(2500 × 4×10⁸) = 1.0×10⁻¹² s = 1.0 ps

**Where the √2 comes from**

Suppose the energy is written αP² + (G/2)(dP/dx)², with α = −4×10⁸ J m/C². Comparison with (a/2)P² shows that a = 2α. The length that gives unit coefficients is then √(G/(2|α|)) = 0.35 nm. This is a different material model, with a twice as large in magnitude, and not another description of the first one. If both halves are dropped, so that the energy is αP² + g(dP/dx)² with g = 1×10⁻¹⁰ J m³/C², then a = 2α and G = 2g. The twos cancel in the ratio and the length is 0.50 nm again. Before using a coefficient from elsewhere, find out which form of the energy it belongs to.

**What the length means**

Near p = 0 and without a field, drop p³ and try p proportional to cos(κξ), where κ = kl and k is the wavenumber. The equation gives the growth rate 1 − κ². Waves with kl < 1 grow and shorter ones decay, so l marks where gradient energy balances the gain from polarizing.

A film of thickness d with P = 0 on both faces shows this directly. Its slowest variation is sin(πx/d), with k = π/d, and it grows only if

d > πl = 1.57 nm.

Below this thickness the gradient energy of any allowed profile is at least as large as the quadratic gain, and the quartic term is positive, so the unpolarized state has the lowest energy. The result holds for these faces and for P parallel to them. Other surface conditions change it.

**A domain wall in scaled units**

For a static wall without field, p″ = p³ − p, where primes mean d/dξ. Multiply by p′ and integrate once:

p′²/2 = p⁴/4 − p²/2 + C.

Far away p → ±1 and p′ → 0, so C = 1/4 and the right side is (1 − p²)²/4. For a rising wall, p′ = (1 − p²)/√2. Separating variables gives artanh p = ξ/√2 with the centre at ξ = 0, or

p = tanh(ξ/√2).

The tangent at the centre has slope 1/√2 and reaches ±1 at ξ = ±√2. The width between these points is 2√2 l = 1.41 nm, nearly three times l.

The energy density above that of the domains is (1 − p²)²/4 + p′²/2. By the first integral the two parts are equal, so the sum is p′². Then

∫p′² dξ = ∫p′ dp = ∫(1 − p²)/√2 dp, from −1 to 1, = 2√2/3.

To return to SI units, multiply by f0 for the density and by l for dx:

γ = (2√2/3) f0 l = 0.943 × 1.0×10⁸ × 0.50×10⁻⁹ J/m² = 47 mJ/m².

**Uniform switching**

For uniform p, a static state obeys e = p³ − p. Start at p = −1 and raise e. On the negative side p³ − p has its maximum where 3p² = 1, at p = −1/√3, and its value there is 1/√3 − 1/(3√3) = 2/(3√3) = 0.385. Above this field no negative state is left, so the intrinsic coercive field is

Ec = 0.385 × 2.0 MV/cm = 0.77 MV/cm.

This assumes that the whole crystal switches at once, without nuclei or moving walls.

**Grid and time step**

The grid must resolve the wall. A step h = 0.5 in units of l, or 0.25 nm, puts between five and six intervals across its width. For explicit Euler steps, set p = 1 + η with small η and e = 0. Since p − p³ ≈ −2η,

∂η/∂τ = −2η + ∂²η/∂ξ².

The fastest decay on the grid belongs to η alternating in sign from point to point. Its second difference is (−η − 2η − η)/h² = −4η/h², so one Euler step multiplies η by 1 − Δτ(2 + 4/h²). The magnitude stays below one if

Δτ < 2/(2 + 4/h²) = 2/(2 + 16) = 0.11,

which is 0.11 ps here. Stay below this, because a field that pushes p above 1 makes the local decay faster than 2; at e = 0.15 the limit is 0.109. Stability is not accuracy. In the run below, Euler steps with h = 0.5 give 10.6 µC/cm² at mid-box for Δτ = 0.10, 13.2 for Δτ = 0.05 and 15.5 for Δτ = 0.01, against a converged 16.3. With accurate time integration the grid h = 0.5 alone gives 16.0. Halve Δτ and h until the result you care about stops changing, or use a higher-order integrator.

**A run in both sets of units**

Take a periodic box of 8.0 nm, a start P = 10 µC/cm² × cos(2πx/8.0 nm), a field of 0.30 MV/cm and a time of 3.0 ps. In scaled units the box is 8.0/0.50 = 16, the start amplitude 10/50 = 0.20, the field 0.30/2.0 = 0.15 and the time 3.0.

I integrated the SI equation with finite differences on 128 points and an adaptive Runge–Kutta method. I integrated the scaled equation with Fourier derivatives on 64 points and fixed fourth-order Runge–Kutta steps, then multiplied p by P0:

- At x = 0, both runs give 52.8 µC/cm².
- At mid-box, the SI run gives 16.30 µC/cm² and the scaled run 16.32 µC/cm².

Over all common points the largest difference is 3.5×10⁻⁴ of P0. The difference is the error of the finite differences: on 64, 128 and 256 points they give 16.25, 16.30 and 16.32 µC/cm² at mid-box, approaching the Fourier value.

The value at x = 0 lies above P0 because the field shifts the well: with p = 1 + η, the uniform balance −2η + e ≈ 0 gives η ≈ 0.075. The exact root of p − p³ + e = 0 is η = 0.068, or 53.4 µC/cm², and at τ = 3 the point is still approaching it from below. The point at mid-box started at −10 µC/cm² and ended positive. The gradient term is essential for this. A uniform state at p = −0.20 in the same field has the rate p − p³ + e = −0.20 + 0.008 + 0.15 = −0.042, so it would move on to the negative well. Only the gradient term, which couples the point to the positive region around x = 0, can have turned it.

**Further terms in the energy**

All the scales are now used up. If they are kept, each further term in the energy brings a pure number of its own. A term of a form already present could instead be absorbed by redefining a, b or G, as long as a stays negative and b and G stay positive. The same holds for a term that integration by parts turns into such a form: gP d²P/dx² acts, apart from boundary terms, like replacing G by G − 2g. A term such as P⁶ cannot be absorbed in this way.

*Sixth order.* A term (c/6)P⁶ becomes (c̃/6)p⁶ with c̃ = cP0⁴/|a|. With a rough c = 1.6×10⁹ J m⁹/C⁶, c̃ = 0.25. The uniform state then obeys −1 + p² + 0.25p⁴ = 0, so p² = 2(√2 − 1) = 0.83, and the polarization falls from 50 to about 46 µC/cm².

*Bound charge.* If P varies along its own direction and the displacement is zero, the field is −P/(ε0εb), where εb is the background permittivity. This costs the energy density P²/(2ε0εb). Compared with |a|P²/2, its scaled coefficient is 1/(ε0εb|a|), about 56 for a rough εb = 5. That overwhelms the −1 of the Landau term. The equation with unit coefficients therefore does not describe head-to-head walls or films polarized across their thickness without electrodes.

*Elastic clamping.* A wall cannot freely change its strain along its own plane, because it must fit the domains on both sides. Let one strain component want the value QP² but be held at QP0². With stiffness Y, the cost is (Y/2)Q²(P² − P0²)². The Landau energy above the domains is (b/4)(P² − P0²)², which has the same form, so the barrier is multiplied by 1 + 2YQ²/b. With rough values Y = 1×10¹¹ Pa and Q = 0.08 m⁴/C², this is 1.8. By the first integral, the slope and the wall energy both grow as the square root of the barrier, a factor 1.34. At fixed a, b and G, the wall energy rises to 63 mJ/m² and the width shrinks to 1.05 nm. A real wall clamps both strain components in its plane, so these numbers show only the size of the effect.

**How far to trust this for a real crystal**

The polarization of lead titanate is roughly 75 µC/cm², so your 50 is on the low side. Its transition is also of first order, which at fixed stress calls for a negative quartic term and a positive sixth-order one. Your b > 0 can only be an effective value near one temperature.

The lattice cell is about 0.4 nm, or 0.8 l, so a continuum is not obviously justified. I replaced it by a chain with that spacing and nearest-neighbour differences, and solved for the wall by Newton iteration. The wall energy came out 1.1 % below the continuum value, and moving the centre from midway between sites onto a site cost 1.3×10⁻⁴ of the wall energy. For this chain the continuum is good; it says nothing about atomic detail inside a real wall.

Temperature enters twice. The energy f0l³ is 0.078 eV and kT at 300 K is 0.026 eV, a ratio of 0.33, so fluctuations on the scale l cannot simply be neglected. Part of them is already contained in coefficients fitted at that temperature, and adding noise on top would count that part twice. Heating also weakens a. With a Curie–Weiss slope 1/(ε0C) and a rough Curie constant C = 1.5×10⁵ K, 100 K of heating at fixed G lengthens l by about a tenth.

The time scale is the least reliable number. Every time in ps is proportional to 1/K, and nothing here ties K = 2500 S/m to lead titanate. The relaxation equation also leaves out inertia, whereas the soft lattice mode of lead titanate at room temperature oscillates with a period of a few tenths of a picosecond. The picosecond times above belong to the model, not to the crystal.

Finally, the 0.77 MV/cm for uniform switching is already 0.77 of a rough breakdown field of 1 MV/cm. Real ferroelectrics usually switch at much lower fields, by nucleation and wall motion, so Ec should not be read as a prediction for a device.

Numerical values quoted here were computed with a short program.
